Valley splitting of strained silicon on relaxed (001) silicon-germanium

**Question**

I am trying to work out what happens to the conduction band of a thin silicon film grown on a relaxed Si(1-x)Ge(x) crystal. The exercise says to use the Herring-Vogt form with Ξ_u near 9 eV and to show that two of the six valleys end up below the other four by roughly 0.67x eV.

I know that germanium has the larger lattice constant, by about 4.2 %, so the silicon is stretched in the plane of the film. I multiplied Ξ_u by this misfit and by x, and the result is well short of 0.67x eV. I am also stuck on three points of principle. Why are two constants, Ξ_d and Ξ_u, enough to describe the shift of a valley? Why is no value of Ξ_d given? And does "below" mean below the other four valleys, or below where the valleys were in unstrained silicon?

**Answer**

Your estimate leaves out the contraction of the film along its normal. The stretched silicon becomes thinner, and this contributes to the splitting with the same sign as the stretching does. The constant Ξ_d drops out because it moves all six valleys together. For the same reason, 0.67x eV is the separation between the two groups of valleys and not their displacement from unstrained silicon.

The statement needs some conditions. I take the substrate surface to be (001), with z along the normal and x, y along the other cubic axes. The substrate is thick and fully relaxed, and the film is coherent, meaning that its in-plane lattice spacing equals that of the substrate. I work to first order in strain. Strain is measured from unstrained silicon, and tension is positive. To avoid a clash of symbols, x without a subscript is the germanium fraction; as a subscript it is a direction.

**Why two constants are enough**

Silicon has six equivalent conduction-band minima, at wavevectors ±k₀ along each of the three cubic axes. Take the valley on +z. Label the electron states of the strained crystal by a vector q, defined so that the phase gained over a lattice translation is q·R₀, where R₀ is that translation before straining. The label q₀ of the unstrained minimum then keeps its meaning when the crystal is deformed.

Under a small strain ε the minimum can move from q₀ to q₀ + δq. To first order its energy is

E(q₀ + δq, ε) = E(q₀, 0) + Σ_i (∂E/∂q_i) δq_i + Σ_ij A_ij ε_ij.

The derivatives ∂E/∂q_i vanish because q₀ is a minimum. The displacement δq is itself of first order in strain, so the remaining terms that contain it, those quadratic in δq and those proportional to δq times the strain, are all of second order. The valley shift is therefore

ΔE = Σ_ij A_ij ε_ij.

This expansion assumes that the band is nondegenerate at the minimum. The coefficients A_ij include the effect of the two atoms in the primitive cell adjusting their relative position to the strain.

Both A and ε are symmetric, so there are six coefficients at this point:

ΔE = A_xx ε_xx + A_yy ε_yy + A_zz ε_zz + 2A_xy ε_xy + 2A_xz ε_xz + 2A_yz ε_yz.

Symmetry reduces them to two. Apply to the strained crystal an operation that is a symmetry of unstrained silicon and leaves the +z axis fixed. The strain tensor is transformed, but the valley is still the one on +z and its energy is unchanged. Some of these operations in silicon are accompanied by a translation, which has no effect on a uniform strain. Three of them suffice:

- The reflection x → −x reverses the signs of ε_xy and ε_xz. Since ΔE must not change, A_xy = A_xz = 0.
- The reflection y → −y reverses the sign of ε_yz, so A_yz = 0.
- The reflection that exchanges x and y exchanges ε_xx and ε_yy, so A_xx = A_yy.

What remains is

ΔE = A_xx (ε_xx + ε_yy) + A_zz ε_zz.

Add and subtract A_xx ε_zz:

ΔE = A_xx (ε_xx + ε_yy + ε_zz) + (A_zz − A_xx) ε_zz.

Now define Ξ_d = A_xx and Ξ_u = A_zz − A_xx. The cubic rotations carry this valley into the others, so the same two constants serve all six. For a valley along the unit vector n,

ΔE_n = Ξ_d Tr ε + Ξ_u n·ε·n.

This is the Herring-Vogt form. Here Tr ε is the relative change of volume, and n·ε·n is the relative change of length along the valley axis. Reversing n changes nothing, so the valleys at +k₀ and −k₀ shift together. The constant Ξ_u measures how much more a valley responds to stretching along its own axis than to the same stretching across it.

**The strain in the film**

Let m be the fractional lattice misfit between germanium and silicon, about 0.042. Take the lattice constant of the alloy to vary linearly with composition:

a(x) = a_Si (1 + m x).

A coherent film takes this spacing along both in-plane axes. Its in-plane strain is therefore

ε_p = [a(x) − a_Si] / a_Si = m x,

with ε_xx = ε_yy = ε_p and ε_xy = 0. It is positive, so the silicon is under tension.

The spacing along z is not imposed by the substrate. The top surface of the film is free, so no force acts across it, and in a uniformly strained film the stress components σ_zz, σ_xz and σ_yz vanish throughout. For a cubic crystal the normal stress is

σ_zz = C11 ε_zz + C12 (ε_xx + ε_yy).

Insert ε_xx = ε_yy = ε_p and set the stress to zero:

C11 ε_zz + 2 C12 ε_p = 0,

ε_zz = −2 (C12/C11) ε_p.

The shear stresses are σ_xz = 2 C44 ε_xz and σ_yz = 2 C44 ε_yz. Since C44 is not zero, both shear strains vanish. The strain tensor is thus diagonal, with elements ε_p, ε_p and ε_zz.

The factor 2 in ε_zz arises because the film is stretched along two directions, each of which contributes to the contraction along the third. With C12/C11 near 0.39, the normal strain is about −0.78 ε_p. This is the part missing from your estimate.

**The splitting**

For the two valleys on the z axis, called Δ2, n·ε·n = ε_zz, so

ΔE(Δ2) = Ξ_d Tr ε + Ξ_u ε_zz.

For the four valleys on the x and y axes, called Δ4, n·ε·n = ε_p, so

ΔE(Δ4) = Ξ_d Tr ε + Ξ_u ε_p.

All six valleys had the same energy before straining. The difference of the shifts is therefore the difference of the energies:

E(Δ2) − E(Δ4) = (Ξ_d Tr ε + Ξ_u ε_zz) − (Ξ_d Tr ε + Ξ_u ε_p)

= Ξ_u (ε_zz − ε_p).

The term in Ξ_d has cancelled, which is why you were not given its value. Substitute the normal strain:

ε_zz − ε_p = −2 (C12/C11) ε_p − ε_p = −(1 + 2 C12/C11) ε_p.

With ε_p = m x this gives

E(Δ2) − E(Δ4) = −Ξ_u (1 + 2 C12/C11) m x.

Every factor after the minus sign is positive, so the two valleys along the film normal lie below the four in-plane valleys. The numbers are

1 + 2 × 0.39 = 1.78,

9 eV × 1.78 × 0.042 = 0.67 eV,

and hence

E(Δ2) − E(Δ4) ≈ −0.67 x eV, or about −1.1 × 10⁻¹⁹ x J.

Your estimate was Ξ_u m x. It corresponds to setting ε_zz = 0, and it is too small by the factor 1.78.

The three inputs are rough measured values. If each may be off by half a unit in its last quoted digit, with Ξ_u between 8.5 and 9.5 eV, the coefficient lies between 0.62 and 0.72 eV, as long as a(x) is taken as linear. The second digit of 0.67 is therefore not secured by these inputs. Most of the spread comes from Ξ_u, to which the splitting is proportional.

**What "below" refers to**

It helps to separate the common movement of the valleys from their splitting. The mean shift of the six valleys is

ΔE_mean = [2 ΔE(Δ2) + 4 ΔE(Δ4)] / 6

= Ξ_d Tr ε + Ξ_u (2 ε_zz + 4 ε_p) / 6

= Ξ_d Tr ε + Ξ_u (ε_zz + 2 ε_p) / 3.

Since Tr ε = ε_zz + 2 ε_p, this is

ΔE_mean = (Ξ_d + Ξ_u/3) Tr ε.

Write S = E(Δ2) − E(Δ4) for the splitting, which is negative here. Relative to the mean, the two groups sit at

ΔE(Δ2) − ΔE_mean = Ξ_u [ε_zz − (ε_zz + 2 ε_p)/3] = (2/3) Ξ_u (ε_zz − ε_p) = (2/3) S,

ΔE(Δ4) − ΔE_mean = Ξ_u [ε_p − (ε_zz + 2 ε_p)/3] = −(1/3) Ξ_u (ε_zz − ε_p) = −(1/3) S.

The two valleys move down by two thirds of the splitting and the four move up by one third. Weighted by the number of valleys, these displacements cancel: 2 × (2/3) S − 4 × (1/3) S = 0.

The position relative to unstrained silicon also contains ΔE_mean. To find it you need Ξ_d and a statement of the energy reference that it assumes, because an energy in one crystal can be compared with an energy in another only through a common reference. The exercise gives neither, and the splitting needs neither.

**A substrate with 20 % germanium**

For x = 0.20 the in-plane strain is

ε_p = 0.042 × 0.20 = 0.0084.

The normal strain is

ε_zz = −2 × 0.39 × 0.0084 = −0.00655.

Their difference is

ε_zz − ε_p = −0.00655 − 0.0084 = −0.01495,

and the splitting is

S = 9 eV × (−0.01495) = −0.135 eV ≈ −2.2 × 10⁻²⁰ J.

The extra digits here are carried only for the arithmetic; with a linear a(x), the spread of the inputs allows roughly −0.12 to −0.14 eV.

Relative to the six-valley mean, the Δ2 valleys lie at −0.090 eV and the Δ4 valleys at +0.045 eV. The volume increases by the fraction Tr ε = 2 × 0.0084 − 0.00655 = 0.0102, so the contraction along z compensates only part of the in-plane expansion.

At 300 K the thermal energy k_B T is 0.0259 eV, and the splitting is 5.2 times as large. Consider electrons in thermal equilibrium, dilute enough for Boltzmann statistics. Suppose the film is thick enough that quantum confinement across it can be ignored; confinement would treat the Δ2 and Δ4 valleys differently, because their masses along z differ. If, in addition, the strain leaves the effective masses unchanged, all valleys have the same density of states. The population of one Δ4 valley is then smaller than that of one Δ2 valley by the factor exp(−5.2), so about 99 % of the electrons are in the two lower valleys. The neglect of confinement is only rough for a real film: at this strain the equilibrium thickness limit for coherence is of order 10 nm. For 12 nm with hard walls and masses along z of 0.92 and 0.19 electron masses, the lowest levels lie about 3 meV (Δ2) and 14 meV (Δ4) above the valley minima. This lowers the population ratio further, to about 0.7 exp(−5.2), so confinement changes the factor but strengthens the conclusion.

**Limiting cases and where the result fails**

If all three normal strains were equal, ε_zz = ε_p would give S = 0. A pure change of volume shifts the valleys but cannot split them. If C12 were zero, the film would not contract along z, and the splitting would be −Ξ_u ε_p, which is your estimate. If the substrate had a smaller lattice constant than silicon, ε_p would be negative and the four in-plane valleys would be the lower ones.

The orientation of the surface matters. On a (111) surface, let t be the unit normal and ε_t the strain along it. Equal in-plane strains and no shear between the normal and the plane give

n·ε·n = ε_p + (ε_t − ε_p)(n·t)².

The normal t makes equal angles with the three cubic axes, so (n·t)² = 1/3 for all six valleys. They then shift equally, and to first order in strain there is no splitting. The 0.67x law therefore belongs to the (001) surface.

The film must also stay coherent. If it is too thick, dislocations can relieve part of the strain. As long as the remaining in-plane strain is uniform and equal along x and y, the splitting is still −Ξ_u (1 + 2 C12/C11) ε_p, but ε_p is then smaller than m x.

Finally, the result is linear in strain and assumes a linear a(x). Terms of higher order in strain grow with x. A curved a(x) matters in a different way. Suppose the misfit strain is m x − b x(1 − x), which still has the correct values at x = 0 and x = 1. The splitting is then smaller than the linear formula gives by the fraction b(1 − x)/m. This fraction is largest at small x, where the misfit strain rises with slope m − b instead of m. With b about 0.005, the rough measured size for this alloy, the reduction is about 12 % at small x and about 10 % at x = 0.20, where the splitting becomes about −0.12 eV, or −0.61 x eV. One part of the finite-strain elastic correction can be seen in a model diamond crystal with bond-stretching and bond-bending forces, the Keating model. For this deformation its energy is exactly quadratic in the Lagrangian strain η = ε + ε²/2, so η_zz = −2 (C12/C11) η_p holds exactly, and its departure from the linear formula comes only from the difference between η and ε, not from anharmonic forces. At ε_p = 0.0084 its fully relaxed normal strain is −0.00662, against −0.00657 from the linear formula with the model's own elastic constants. The difference is about 0.75 % of the linear value, which is the geometric term (ε_p − ε_zz)/2. In silicon the measured third-order elastic constants offset part of it and leave roughly 0.3 %. Either figure is well below the uncertainty from the inputs. This concerns the elastic part alone and says nothing about second-order terms in silicon's band energies.

The numerical check also tests the Herring-Vogt form on a model crystal with six valleys. Two constants taken from a single uniaxial strain reproduce the computed valley shifts under a general strain with shear and under the biaxial strain. This supports the structure of the law; the value of Ξ_u for silicon remains an input.

Table of computed values

```
SYMMETRY AND MODEL TESTS
Operations keeping the valley axis fixed: 8
Independent linear strain invariants: 2
Keating crystal C12/C11: 0.39130
Keating relaxed d(e_zz)/d(e_p): -0.78261
Keating predicted -2 C12/C11: -0.78261
Six-valley model Xi_d (model energy unit): -4.0000
Six-valley model Xi_u (model energy unit): 8.0000
Six-valley model splitting per unit in-plane strain:
  computed (model energy unit): -14.2609
  predicted (model energy unit): -14.2609
Number of lowered valleys in the model: 2
SILICON INPUTS (rough)
Xi_u: 9.0 eV
Misfit m: 0.042
C12/C11: 0.39
SPLITTING COEFFICIENT
Factor 1 + 2 C12/C11: 1.78
Magnitude per unit x: 0.6728 eV
Magnitude per unit x: 1.0780e-19 J
Lower end from input rounding: 0.62 eV
Upper end from input rounding: 0.72 eV
WORKED EXAMPLE
Germanium fraction x: 0.20
In-plane strain e_p: 0.008400
Normal strain e_zz: -0.006552
Strain difference e_zz - e_p: -0.014952
Trace of strain: 0.010248
E(two) - E(four): -0.1346 eV
E(two) - E(four): -2.1560e-20 J
Two valleys relative to six-valley mean: -0.0897 eV
Four valleys relative to six-valley mean: 0.0449 eV
Temperature: 300 K
Thermal energy k_B T: 0.02585 eV
Splitting magnitude / k_B T: 5.21
Keating e_zz at this e_p, relaxed: -0.006623
Keating e_zz at this e_p, linear: -0.006574
```
